# Harriman Orbitals and the Determinantal Representability of Electron Densities: test program

```python
"""Harriman determinants for a prescribed density (Hartree atomic units).

Result under test: rho >= 0 with integral N and finite
T_W = (1/2) int |grad sqrt(rho)|^2 is the density of a determinant of
phi_k = sqrt(rho/N) exp(i k f(x)),  f(x) = (2 pi/N) int_{-inf}^x g,
where g(x) is rho integrated over y and z. With M_s orbitals of spin s,
centred k values and S = sum_s M_s (M_s^2 - 1)/12,
T = T_W + (2 pi^2 S/N^3) int g^3 dx <= T_W + (16 S/N) T_x,
T_x = (1/2) int |d sqrt(rho)/dx|^2.
"""
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.stats import norm
from pyscf import gto, scf

pi = np.pi


def centred(m):
    return np.arange(m) - (m - 1) / 2


def spin_sum(counts):
    return sum(m * (m * m - 1) / 12 for m in counts)


# Two-Gaussian model density: weights, centres and widths (bohr)
weights = np.array([0.6, 0.4])
centres = np.array([[-1.0, 0.5, 0.0], [1.2, -0.4, 0.3]])
widths = np.array([[0.9, 1.1, 1.3], [1.1, 0.8, 1.0]])


def mixture(x, axis, function):
    return sum(w * function(x, c[axis], s[axis])
               for w, c, s in zip(weights, centres, widths))


def pdf_slope(x, c, s):
    return -(x - c) / s**2 * norm.pdf(x, c, s)


print("MODEL DENSITY, two Gaussians")
for w, c, s in zip(weights, centres, widths):
    print(f"weight {w:.1f}, centre {c} bohr, widths {s} bohr")

# ---- Three-dimensional test: orbital energies from Fourier transforms
points, half_box = 72, 9.0
step = 2 * half_box / points
grid = -half_box + step * np.arange(points)
wave = 2 * pi * np.fft.fftfreq(points, step)
wave2 = (wave[:, None, None]**2 + wave[None, :, None]**2
         + wave[None, None, :]**2)
volume = step**3
electrons = 5
spins = (3, 2)


def model_3d(derivative_axis=None):
    total = np.zeros((points,) * 3)
    for w, c, s in zip(weights, centres, widths):
        factors = [(pdf_slope if a == derivative_axis else norm.pdf)(
            grid, c[a], s[a]) for a in range(3)]
        total += w * np.einsum("i,j,k->ijk", *factors)
    return electrons * total


rho = model_3d()
t_axis = [np.sum(model_3d(a)**2 / (8 * rho)) * volume for a in range(3)]
t_w = sum(t_axis)
s_model = spin_sum(spins)
print(f"electrons {electrons}, up {spins[0]}, down {spins[1]}, "
      f"S = {s_model:.2f}")
print(f"model T_W = {t_w:.6f} hartree")
direct_energies = []
for a, name in enumerate("xyz"):
    g = electrons * mixture(grid, a, norm.pdf)
    dg = electrons * mixture(grid, a, pdf_slope)
    g_cubed = np.sum(g**3) * step
    formula = t_w + 2 * pi**2 * s_model / electrons**3 * g_cubed
    bound = t_w + 16 * s_model / electrons * t_axis[a]
    shape = [1, 1, 1]
    shape[a] = points
    phase = (2 * pi * mixture(grid, a, norm.cdf)).reshape(shape)
    direct = 0.0
    for count in spins:
        orbitals = [np.sqrt(rho / electrons) * np.exp(1j * k * phase)
                    for k in centred(count)]
        flat = np.array(orbitals).reshape(count, -1)
        overlap = flat.conj() @ flat.T * volume
        assert np.allclose(overlap, np.eye(count), atol=1e-7)
        for orbital in orbitals:
            transform = np.fft.fftn(orbital)
            direct += 0.5 * np.sum(wave2 * abs(transform)**2) \
                * volume / points**3
    marginal_part = np.sum(dg**2 / (8 * g)) * step
    assert abs(direct - formula) < 1e-5 * formula
    assert marginal_part < t_axis[a]
    assert direct < bound
    direct_energies.append(direct)
    print(f"phase along {name}: T_{name} = {t_axis[a]:.6f}, "
          f"marginal part = {marginal_part:.6f} hartree")
    print(f"  int g^3 = {g_cubed:.6f} bohr^-2, T formula = {formula:.6f}, "
          f"T Fourier = {direct:.6f}, bound = {bound:.6f} hartree")
best_bound = t_w * (1 + 16 * s_model / (3 * electrons))
assert direct_energies[int(np.argmin(t_axis))] < best_bound
print(f"best-axis bound = {best_bound:.6f} hartree")

# ---- Explicit three-particle determinant in one dimension
n3 = 3
g3 = n3 * mixture(grid, 0, norm.pdf)
phase3 = 2 * pi * mixture(grid, 0, norm.cdf)
tw3 = np.sum((n3 * mixture(grid, 0, pdf_slope))**2 / (8 * g3)) * step
cube3 = np.sum(g3**3) * step
print("EXPLICIT DETERMINANT, 3 same-spin particles, 1D x-marginal shape")
print(f"T_W = {tw3:.6f} hartree, int g^3 = {cube3:.6f} bohr^-2")
det_energies = []
for label, ks in (("centred", centred(3)), ("shifted", np.arange(3))):
    orb = [np.sqrt(g3 / n3) * np.exp(1j * k * phase3) for k in ks]
    psi = np.zeros((points,) * 3, dtype=complex)
    for p in permutations(range(3)):
        sign = round(np.linalg.det(np.eye(3)[list(p)]))
        psi += sign * np.einsum("i,j,k->ijk", *[orb[q] for q in p])
    psi /= np.sqrt(6)
    norm3 = np.sum(abs(psi)**2) * volume
    density = n3 * np.sum(abs(psi)**2, axis=(1, 2)) * step**2
    error = np.max(abs(density - g3))
    transform = np.fft.fft(psi, axis=0)
    energy = n3 / 2 * np.sum(wave[:, None, None]**2
                             * abs(transform)**2) * volume / points
    formula = tw3 + 2 * pi**2 * np.sum(ks**2) / n3**3 * cube3
    assert abs(norm3 - 1) < 1e-7 and error < 1e-7
    assert abs(energy - formula) < 1e-5 * formula
    det_energies.append(energy)
    print(f"{label} k = {ks}: norm = {norm3:.8f}, T = {energy:.6f} hartree")
assert det_energies[0] < det_energies[1]

# ---- Square identity behind the sharp bound, with unit mass
x = np.linspace(-12, 12, 8001)
dx = x[1] - x[0]
g = mixture(x, 0, norm.pdf)
u = np.sqrt(g)
du = mixture(x, 0, pdf_slope) / (2 * u)
left = mixture(x, 0, norm.cdf)
right = mixture(x, 0, norm.sf)
cotangent = np.where(left < 0.5, 1 / np.tan(pi * left),
                     -1 / np.tan(pi * right))
square = np.sum((du - pi / 2 * u * g * cotangent)**2) * dx
difference = np.sum(du**2 - pi**2 / 4 * g**3) * dx
assert abs(square - difference) < 1e-7
partial = cumulative_trapezoid(du**2, x, initial=0)
inside = x > -8
assert np.all(g[inside]**2 <= 4 * left[inside] * partial[inside]
              * (1 + 1e-6))
print("SHARP 1D BOUND, unit mass")
print(f"integrated square = {square:.8f} bohr^-2, "
      f"difference of integrals = {difference:.8f} bohr^-2")

x = np.linspace(-40, 40, 80001)
dx = x[1] - x[0]
amplitudes = {
    "hyperbolic secant": (np.cosh(x)**-0.5,
                          -0.5 * np.tanh(x) * np.cosh(x)**-0.5),
    "Gaussian": (np.exp(-x**2 / 2), -x * np.exp(-x**2 / 2)),
    "two-sided exponential": (np.exp(-abs(x)), np.exp(-abs(x))),
    "Gaussian with node": (abs(x) * np.exp(-x**2 / 2),
                           (1 - x**2) * np.exp(-x**2 / 2)),
}
for name, (u, du) in amplitudes.items():
    mass = np.sum(u**2) * dx
    ratio = pi**2 * np.sum(u**6) / (4 * mass**2 * np.sum(du**2))
    assert ratio < 1 + 1e-8
    if name == "hyperbolic secant":
        assert abs(ratio - 1) < 1e-8
    print(f"ratio of int g^3 to its bound, {name}: {ratio:.6f}")

# ---- Neon: Harriman determinant for the Hartree-Fock density
basis = "cc-pvtz"
mol = gto.M(atom="Ne 0 0 0", basis=basis, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
t_hf = np.einsum("ij,ji->", dm, mol.intor("int1e_kin"))
n_ne = mol.nelectron
log_r = np.linspace(np.log(1e-5), np.log(12.0), 3001)
r = np.exp(log_r)


def density_along(direction):
    direction = np.array(direction) / np.linalg.norm(direction)
    ao = mol.eval_gto("GTOval_sph_deriv1", r[:, None] * direction)
    half = ao[0] @ dm
    value = np.sum(half * ao[0], axis=1)
    slope = sum(2 * direction[a] * np.sum(half * ao[a + 1], axis=1)
                for a in range(3))
    return value, slope


def log_integral(values, nodes=log_r):
    return float(CubicSpline(nodes, values).integrate(nodes[0], nodes[-1]))


rho_r, slope_r = density_along([0, 0, 1])
rho_other, _ = density_along([1, 2, 3])
assert np.max(r**2 * abs(rho_r - rho_other)) < 1e-4
charge = log_integral(4 * pi * r**3 * rho_r)
assert abs(charge - n_ne) < 1e-4
tw_ne = log_integral(4 * pi * r**3 * slope_r**2 / (8 * rho_r))
cumulative = CubicSpline(log_r, 2 * pi * r**2 * rho_r).antiderivative()
g_r = cumulative(log_r[-1]) - cumulative(log_r)
g_mass = 2 * (log_integral(g_r * r) + r[0] * g_r[0])
assert abs(g_mass - n_ne) < 1e-4
cube_ne = 2 * (log_integral(g_r**3 * r) + r[0] * g_r[0]**3)

# Spherical quadrature, separate from the one-dimensional marginal integral
nodes, node_weights = np.polynomial.legendre.leggauss(160)
mu, mu_weights = (nodes + 1) / 2, node_weights / 2
coarse = slice(None, None, 3)
log_x = np.log(np.maximum(r[coarse, None] * mu, r[0]))
g_at_x = CubicSpline(log_r, g_r)(log_x)
mass_spline = CubicSpline(log_r, g_r * r).antiderivative()
half_phase = 2 * pi / n_ne * (r[0] * g_r[0] + mass_spline(log_x))
radial_weight = 4 * pi * r[coarse]**3 * rho_r[coarse]
cube_spherical = log_integral(radial_weight * (g_at_x**2 @ mu_weights),
                              log_r[coarse])
assert abs(cube_spherical - cube_ne) < 1e-4 * cube_ne
overlaps = [(-1)**m / n_ne * log_integral(
    radial_weight * (np.cos(m * half_phase) @ mu_weights), log_r[coarse])
    for m in range(1, 5)]
assert max(abs(value) for value in overlaps) < 1e-4

pairs = n_ne // 2
s_ne = spin_sum((pairs, pairs))
phase_ne = 2 * pi**2 * s_ne / n_ne**3 * cube_ne
t_ne = tw_ne + phase_ne
bound_ne = tw_ne * (1 + 16 * s_ne / (3 * n_ne))
s_polarized = spin_sum((n_ne, 0))
t_polarized = tw_ne + 2 * pi**2 * s_polarized / n_ne**3 * cube_ne
bound_polarized = tw_ne * (1 + 16 * s_polarized / (3 * n_ne))
assert tw_ne < t_hf
assert t_ne < bound_ne and t_polarized < bound_polarized
ev = physical_constants["Hartree energy in eV"][0]
print(f"NEON, restricted Hartree-Fock, {basis}")
print(f"electrons = {n_ne}, radial integral of density = {charge:.6f}")
print(f"Hartree-Fock total energy = {mf.e_tot:.6f} hartree")
print(f"Hartree-Fock kinetic energy = {t_hf:.4f} hartree")
print(f"T_W = {tw_ne:.4f} hartree")
print(f"g(0) = {g_r[0]:.4f} bohr^-1")
print(f"int g^3, marginal = {cube_ne:.4f} bohr^-2")
print(f"int g^3, spherical quadrature = {cube_spherical:.4f} bohr^-2")
print(f"largest orbital overlap = {max(map(abs, overlaps)):.1e}")
for k in range(3):
    t_k = tw_ne / n_ne + 2 * pi**2 * k**2 / n_ne**3 * cube_ne
    print(f"orbital kinetic energy, |k| = {k}: {t_k:.4f} hartree")
print(f"S for 5 up and 5 down = {s_ne:.2f}")
print(f"phase kinetic energy = {phase_ne:.4f} hartree")
print(f"Harriman T = {t_ne:.4f} hartree = {t_ne * ev:.1f} eV")
print(f"Harriman T / Hartree-Fock T = {t_ne / t_hf:.4f}")
print(f"upper bound = {bound_ne:.4f} hartree")
print(f"fully polarized: S = {s_polarized:.2f}, T = {t_polarized:.4f}, "
      f"bound = {bound_polarized:.4f} hartree")
print("all assertions hold")
```

Output:

```
MODEL DENSITY, two Gaussians
weight 0.6, centre [-1.   0.5  0. ] bohr, widths [0.9 1.1 1.3] bohr
weight 0.4, centre [ 1.2 -0.4  0.3] bohr, widths [1.1 0.8 1. ] bohr
electrons 5, up 3, down 2, S = 2.50
model T_W = 1.534757 hartree
phase along x: T_x = 0.433046, marginal part = 0.379152 hartree
  int g^3 = 5.417741 bohr^-2, T formula = 3.673595, T Fourier = 3.673595, bound = 4.999127 hartree
phase along y: T_y = 0.641427, marginal part = 0.554865 hartree
  int g^3 = 9.917429 bohr^-2, T formula = 5.450001, T Fourier = 5.450001, bound = 6.666175 hartree
phase along z: T_z = 0.460283, marginal part = 0.438438 hartree
  int g^3 = 8.243809 bohr^-2, T formula = 4.789282, T Fourier = 4.789282, bound = 5.217020 hartree
best-axis bound = 5.627441 hartree
EXPLICIT DETERMINANT, 3 same-spin particles, 1D x-marginal shape
T_W = 0.227491 hartree, int g^3 = 1.170232 bohr^-2
centred k = [-1.  0.  1.]: norm = 1.00000000, T = 1.938562 hartree
shifted k = [0 1 2]: norm = 1.00000000, T = 4.505168 hartree
SHARP 1D BOUND, unit mass
integrated square = 0.04471892 bohr^-2, difference of integrals = 0.04471892 bohr^-2
ratio of int g^3 to its bound, hyperbolic secant: 1.000000
ratio of int g^3 to its bound, Gaussian: 0.906900
ratio of int g^3 to its bound, two-sided exponential: 0.822469
ratio of int g^3 to its bound, Gaussian with node: 0.167944
NEON, restricted Hartree-Fock, cc-pvtz
electrons = 10, radial integral of density = 10.000000
Hartree-Fock total energy = -128.531862 hartree
Hartree-Fock kinetic energy = 128.5317 hartree
T_W = 90.6121 hartree
g(0) = 15.5565 bohr^-1
int g^3, marginal = 639.9999 bohr^-2
int g^3, spherical quadrature = 639.9999 bohr^-2
largest orbital overlap = 5.9e-12
orbital kinetic energy, |k| = 0: 9.0612 hartree
orbital kinetic energy, |k| = 1: 21.6943 hartree
orbital kinetic energy, |k| = 2: 59.5936 hartree
S for 5 up and 5 down = 20.00
phase kinetic energy = 252.6618 hartree
Harriman T = 343.2740 hartree = 9341.0 eV
Harriman T / Hartree-Fock T = 2.6707
upper bound = 1057.1415 hartree
fully polarized: S = 82.50, T = 1132.8423, bound = 4077.5458 hartree
all assertions hold
```
